The Fermi-Amaldi potential: its tail, its exactness for pairs, its size-consistency failure

Pull one electron far away from a neutral molecule. What remains behind is a positive ion of charge one, so the electron should be attracted by a potential energy −1/r. A mean-field calculation that describes electron repulsion by the electrostatic potential of the whole electron density gives something else. The whole density includes the departing electron's own share, the nuclei are completely screened, and the attraction at long range is missing. The electron has been made to repel itself. The simplest repair is to remove from the repulsion the share that belongs to one average electron.

Hartree atomic units are used: energies in hartree, lengths in bohr. Let n(r) be the electron density of a finite system with N electrons, ∫n(r) d³r = N. The Hartree potential and the Hartree energy are

v_H(r) = ∫ n(r')/|r−r'| d³r',

U[n] = ½ ∫∫ n(r) n(r')/|r−r'| d³r d³r' = ½ ∫ n(r) v_H(r) d³r.

Potentials are potential energies of an electron, so v_H is positive. The factor ½ in U counts each pair of charge elements once.

Suppose that each electron carries an equal part n/N of the density. The energy of one such part repelling itself is U[n/N]. Because U is quadratic in the density, this equals U[n]/N². There are N electrons, so the total self-repulsion is N·U[n]/N² = U[n]/N. Subtracting it defines the Fermi-Amaldi energy,

E_FA[n] = −U[n]/N,

and the repulsion that remains is (1 − 1/N)U. For N = 1 nothing remains, as it should. For larger N the equal division is an assumption, since real orbitals differ in shape.

The potential follows from a small change δn of the density. To first order,

δU = ½ ∫∫ [δn(r) n(r') + n(r) δn(r')]/|r−r'| d³r d³r'.

The two terms are equal, as one sees by exchanging the names r and r'. Their sum cancels the factor ½, so δU = ∫ v_H(r) δn(r) d³r. If the electron number is held fixed, ∫δn d³r = 0 and

δE_FA = −(1/N) ∫ v_H(r) δn(r) d³r.

The potential is the factor that multiplies δn. A constant added to it would contribute nothing when ∫δn d³r = 0, so the constant is free, and we choose it to make the potential vanish at infinity:

v_FA(r) = −v_H(r)/N.

The condition of fixed N matters. If N is read as ∫n d³r and allowed to change by δN, the prefactor changes as well, since δ(−1/N) = δN/N², and

δE_FA = −(1/N) ∫ v_H δn d³r + (U/N²) δN.

The derivative then contains the extra constant U/N². It does not alter the orbitals, but it does alter the energy change when charge is added. A linear chain of four hydrogen atoms shows both cases. It consists of two H₂ molecules, each with a bond of 1.4 bohr, with 4 bohr between their centres. For this test the density and orbitals are those of Hartree-Fock theory in the small 6-31G basis; all later numbers use the larger aug-cc-pVDZ basis unless another is named, and in it U is slightly different. Moving charge from the highest occupied to the lowest empty orbital gives a derivative of 0.0945 hartree, both from finite differences of E_FA and from the integral of v_FA δn. Adding charge to the empty orbital gives −0.1308 hartree from finite differences, whereas the integral alone gives −0.3588. The constant U/N² = 0.2280 makes up the difference: −0.3588 + 0.2280 = −0.1308.

To find the tail, place the origin at the centroid of the electron density and let r be much larger than the system. With r̂ the unit vector along r,

1/|r−r'| = 1/r + (r̂·r')/r² + [3(r̂·r')² − r'²]/(2r³) + …

Multiply by n(r') and integrate. The first term gives N/r. The second vanishes, because ∫ r' n(r') d³r' = 0 is what placing the origin at the centroid means. For a linear molecule on the z axis and a point on that axis, r̂·r' = z', and the third numerator is 3z'² − (x'² + y'² + z'²) = 2z'² − x'² − y'². Therefore

v_H(r) = N/r + Θ/r³ + …, with Θ = ∫ n [z² − (x² + y²)/2] d³r,

and division by −N gives

v_FA(r) = −1/r − Θ/(N r³) + …

The leading term does not depend on N, on the shape of the system or on the direction. In a neutral system the nuclei contribute −N/r and the Hartree potential +N/r, which cancel, so −1/r is the attraction that was missing. The expansion needs a density confined to a finite region, apart from an exponentially small remainder.

For the same chain, with orbitals computed self-consistently in the Fermi-Amaldi potential, the product r·v_FA on the axis is −1.202 at r = 5 bohr, −1.045 at 10, −1.011 at 20 and −1.003 at 40. From about 20 bohr outward the quadrupole term accounts for the approach to −1; closer in it is not sufficient, giving −1.168 at 5 bohr and −1.042 at 10. With Θ = 16.83 bohr² and N = 4, it predicts at 40 bohr

r·v_FA ≈ −1 − 16.83/(4 × 40²) = −1.0026,

in agreement with the computed −1.00264. In the larger aug-cc-pVTZ basis Θ is 16.73 bohr² and r·v_FA shifts by 0.002 at 5 bohr and by less than 0.001 farther out.

Now take two electrons of opposite spin in one real spatial orbital φ. The density is n = 2φ². Write

J = ∫∫ φ(r)² φ(r')²/|r−r'| d³r d³r'.

The Hartree energy is U = ½ · 2 · 2 · J = 2J. The exchange energy of a single determinant is

E_x = −½ Σ_σ ∫∫ |Σ_i φ_iσ(r) φ_iσ(r')|²/|r−r'| d³r d³r',

where σ runs over the two spins and i over the occupied orbitals of that spin. Here each spin has one orbital and contributes −J/2, so E_x = −J. Comparison with U = 2J gives

E_x = −U/2 = −U/N = E_FA.

The repulsion left over is 2J − J = J, the repulsion between two distinct electrons.

The potentials agree too. Any density of this kind fixes φ² = n/2, which is all that J depends on, so E_x[n] = −U[n]/2 holds for all of them and can be differentiated at N = 2. The exchange potential is −v_H/2, again with zero at infinity. The exchange operator of Hartree-Fock theory gives the same result when it acts on the occupied orbital:

−φ(r) ∫ φ(r')²/|r−r'| d³r' = −½ v_H(r) φ(r),

because v_H contains the density 2φ².

For a single H₂ molecule in the aug-cc-pVDZ basis, U = 1.3160 hartree. Half of this, with a minus sign, is −0.6580 hartree, and the exchange energy computed separately from the exchange integrals has the same value. The self-consistent Fermi-Amaldi and Hartree-Fock total energies are both −1.12879 hartree. The equality holds in any basis, but the values are not converged to the digits shown: aug-cc-pVQZ gives U = 1.3171 and a total energy of −1.13347 hartree.

What has been shown concerns exchange, defined by a determinant with one doubly occupied orbital. The true wavefunction of two interacting electrons also contains correlation, which E_FA does not describe. Nor does the word "singlet" suffice. Put the electrons in two different real, orthonormal orbitals a and b:

Ψ = [a(r₁)b(r₂) ± b(r₁)a(r₂)]/√2,

with the upper sign for the singlet and the lower for the triplet. Define J_ab as the repulsion between the densities a² and b², J_aa and J_bb likewise, and K_ab as the repulsion of the product ab with itself. Squaring Ψ gives two direct terms and two equal cross terms, so the repulsion is ½(2J_ab ± 2K_ab) = J_ab ± K_ab. The density is a² + b², since orthogonality removes the cross terms on integration over one electron. Hence U = ½(J_aa + J_bb + 2J_ab), and the Fermi-Amaldi repulsion is (1 − ½)U. Subtracting the true repulsion leaves

U/2 − (J_ab ± K_ab) = (J_aa + J_bb − 2J_ab)/4 ∓ K_ab.

The bracket is twice the electrostatic energy of the charge distribution a² − b² and cannot be negative. K_ab is positive for the same reason. The triplet repulsion is therefore overestimated. For the open-shell singlet the two terms have opposite signs. With a' = (a + b)/√2 and b' = (a − b)/√2 we have a² − b² = 2a'b', so the first term equals K_a'b' and the error is K_a'b' − K_ab. It vanishes when symmetry makes these two integrals equal, as for a pair p_x, p_y on an atom or π_x, π_y on a linear molecule, where a' and b' are a and b turned by 45° about the axis, but it does not vanish in general. With the highest occupied and lowest empty orbitals of H₂, the true repulsions are 0.184 hartree for the singlet and 0.173 for the triplet, while Fermi-Amaldi gives 0.292 for both, since both have the same density. These three values illustrate the formula and are not properties of H₂: the empty orbital is diffuse and shaped by the basis, and the numbers become 0.164, 0.157, 0.279 in aug-cc-pVTZ and 0.174, 0.163, 0.283 in aug-cc-pVQZ.

Beyond two electrons the equality is lost in general. For the four-electron chain at 4 bohr, evaluated on the Hartree-Fock density, −U/4 = −0.918 hartree, while the exact exchange energy is −1.331 hartree. The correction misses 0.413 hartree, or 31% of the exchange energy (in aug-cc-pVTZ the exchange energy is −1.333 and the miss 0.414 hartree, again 31%).

This chain is made of two molecules, for each of which the method gives exact exchange. One might expect the exactness to return when they are moved far apart. A size-consistent method would indeed give a total energy equal to the sum of the separate energies. Consider neutral fragments A and B with N_A and N_B electrons, a distance R apart, and first keep their densities frozen. The Hartree energy is

U[n_A + n_B] = U_A + U_B + ∫∫ n_A(r) n_B(r')/|r−r'| d³r d³r',

and the last term tends to N_A N_B/R, which vanishes as R → ∞. But the divisor in E_FA is now N = N_A + N_B. The error, meaning the energy of the pair minus the sum of the separate energies, tends to

−(U_A + U_B)/N + U_A/N_A + U_B/N_B
= U_A (1/N_A − 1/N) + U_B (1/N_B − 1/N)
= [N_B U_A/N_A + N_A U_B/N_B]/(N_A + N_B).

The last line uses 1/N_A − 1/N = N_B/(N_A N), and the same with A and B exchanged. Both terms are positive, so the error cannot vanish. The remaining parts of the energy add up correctly for distant neutral fragments with frozen densities, so this is also the error of the total energy.

For two H₂ molecules the formula gives U/2 = 0.658 hartree, with U the value for one molecule. For H₂ with the four-atom chain, whose Hartree energy is 3.672 hartree, it gives

(4 × 1.3160/2 + 2 × 3.672/4)/6 = 0.745 hartree.

Direct evaluation of the combined densities confirms both values.

The cause is that N is a property of the whole system, however far apart its parts may be. Near A the potential is −v_H^A/(N_A + N_B), where v_H^A is the Hartree potential of A alone, instead of −v_H^A/N_A. At the midpoint of an H₂ molecule it changes from −0.970 to −0.485 hartree when an identical molecule is present at infinite distance (from −0.977 to −0.489 in aug-cc-pVQZ). Just outside that molecule, at distances r_A large compared with its size but small compared with R, the tail is −1/(2r_A). The full −1/r is recovered only at distances large compared with R. The correction has removed half an electron from each molecule instead of one whole electron from the molecule being left. For M identical distant units of N electrons each, the total correction is −MU/(MN) = −U/N, the value for a single unit. Per unit it falls as 1/M.

Frozen densities leave a possible objection: the orbitals might relax and remove the error. For two identical neutral fragments this can be excluded. Let E_λ(q) be the lowest value, for one fragment with q electrons, of

T_s[n] + ∫ v_ext n d³r + λ U[n] + (nuclear repulsion),

where T_s is the kinetic energy of non-interacting electrons, v_ext is the attraction of the nuclei, and fractional occupations are allowed. A separate fragment with N electrons has λ = 1 − 1/N. In the pair, both fragments have λ' = 1 − 1/(2N), which is larger by 1/N − 1/(2N) = 1/(2N).

The pair could still try to lower its energy by dividing its 2N electrons unequally. This does not help, because E_λ'(q) is a convex function of q. To see it, average two densities n₁ and n₂ with q₁ and q₂ electrons. The external energy is linear and averages. The kinetic energy is linear in the one-particle density matrix, and the average of two allowed density matrices is allowed, so T_s of the averaged density is at most the average of the two values. For the Hartree energy, expanding the squares gives

U[(n₁ + n₂)/2] = ½U[n₁] + ½U[n₂] − ¼U[n₁ − n₂],

and U[n₁ − n₂] ≥ 0, since it is the energy stored in an electrostatic field. The averaged density thus has at most the average energy, and it contains (q₁ + q₂)/2 electrons. Choosing q₁ = N + x and q₂ = N − x gives

E_λ'(N + x) + E_λ'(N − x) ≥ 2E_λ'(N).

Equal sharing is therefore optimal at infinite separation, and the self-consistent error is

Δ = 2[E_λ'(N) − E_λ(N)].

Let n_λ and n_λ' be the minimizing densities for q = N, assumed to exist, as they do in a finite basis. Inserting n_λ' in the functional with factor λ cannot give less than its minimum, so E_λ(N) ≤ E_λ'(N) − U[n_λ']/(2N). Inserting n_λ in the functional with factor λ' gives E_λ'(N) ≤ E_λ(N) + U[n_λ]/(2N). Together,

U[n_λ']/N ≤ Δ ≤ U[n_λ]/N.

The lower bound is positive. Relaxation can reduce the error but not remove it, and size consistency is violated by the method itself.

For two H₂ molecules λ = 1/2 and λ' = 3/4. The energies of one molecule are −1.128788 and −0.815724 hartree, so

Δ = 2 × (−0.815724 + 1.128788) = 0.6261 hartree = 17.0 eV.

This lies between the bounds 0.593 and 0.658 hartree, and it is 28% of the magnitude of the correct sum, 2 × 1.1288 hartree. Relaxation has recovered only 0.032 hartree of the frozen-density error. In aug-cc-pVQZ both energies are lower by about 0.005 hartree, and Δ = 0.6258 hartree, still 17.0 eV. As a test of the convexity argument, dividing the four electrons as 1.9 and 2.1 costs 0.032 hartree.

The approach to the limit shows a second defect. At finite R the repulsion between the electrons of the two molecules is scaled by 3/4 and contributes (3/4)(2 × 2)/R = 3/R. The electrons of each molecule are attracted by the two protons of the other, which gives −8/R in total, and the nuclear repulsion is 4/R. The sum is

(3 − 8 + 4)/R = −1/R.

Two neutral molecules thus attract each other as a unit positive and a unit negative charge would. Since they have no dipole moments, the next electrostatic term is of order 1/R³, and the field of order 1/R² that each exerts on the other lowers the energy by polarization at order 1/R⁴. The error at distance R is therefore Δ − 1/R up to terms of order 1/R³. Self-consistent calculations on the stretched chain give 0.58608 hartree at R = 25 bohr, where Δ − 1/R is 0.58613. At 100 bohr both are 0.61613.

The same chain of two closed-shell molecules treated by Hartree-Fock theory lies only 1.2 × 10⁻¹⁰ hartree above the sum of the separate energies at 100 bohr, against 0.616 hartree for the Fermi-Amaldi calculation. That small remainder is the real repulsion 6Q²/R⁵ of two collinear quadrupoles, with Q = 0.452 atomic units for neutral H₂ in this basis. There each orbital's own repulsion is cancelled through the orbitals themselves, and the exchange between electrons on different molecules vanishes with their overlap. No count of all the electrons enters. The Fermi-Amaldi correction replaces that orbital information by the single number N, which reproduces the exchange energy of one doubly occupied orbital but not that of two of them far apart. The contrast with Hartree-Fock theory is limited to closed-shell fragments. When H₂ itself is pulled apart into two atoms, the Fermi-Amaldi and the spin-restricted Hartree-Fock calculations are the same calculation and share the error: N = 1, λ = 0 and λ' = 1/2 give Δ = 0.2845 hartree, between the bounds 0.257 and 0.312, with the approach (1/2 − 2 + 1)/R = −1/(2R), and restricted Hartree-Fock lies 0.2795 hartree above two hydrogen atoms at 100 bohr. The numerical check evaluates the 6-31G and aug-cc-pVDZ energies, potentials and bounds for H₂ and its chains.

Computed results

```
H2 bond length: 1.4 bohr; basis: aug-cc-pvdz
Derivative test, H4 chain, 4 bohr between H2 centres, 6-31G:
  moving charge, finite difference: 0.09451 hartree
  moving charge, integral of v_FA*dn: 0.09451 hartree
  adding charge, finite difference: -0.13075 hartree
  adding charge, integral of v_FA*dn: -0.35876 hartree
  constant U/N^2: 0.22801 hartree
Single H2:
  Hartree energy U: 1.316015 hartree
  exact exchange energy: -0.658007 hartree
  FA energy -U/2: -0.658007 hartree
  total energy, Hartree-Fock: -1.128788 hartree
  total energy, self-consistent FA: -1.128788 hartree
Two-electron repulsion in H2 orbitals a (HOMO), b (LUMO), hartree:
  closed singlet aa: true 0.65801, FA 0.65801
  open singlet ab: true 0.18425, FA 0.29241
  triplet ab: true 0.17338, FA 0.29241
H4 chain, 4 bohr between H2 centres:
  Hartree energy U (Hartree-Fock density): 3.67164 hartree
  exact exchange energy: -1.33104 hartree
  FA energy -U/4, same density: -0.91791 hartree
  r = 5 bohr on axis: v_FA = -0.240350 hartree, r*v_FA = -1.20175
  r = 10 bohr on axis: v_FA = -0.104450 hartree, r*v_FA = -1.04450
  r = 20 bohr on axis: v_FA = -0.050533 hartree, r*v_FA = -1.01067
  r = 40 bohr on axis: v_FA = -0.025066 hartree, r*v_FA = -1.00264
  quadrupole moment Theta of n: 16.8346 bohr^2
  -Theta/N: -4.2086 bohr^2
  r^3*(v_FA + 1/r) at r = 40 bohr: -4.2229 bohr^2
Frozen fragments, 1/R terms removed:
  error for H2 + H2: 0.658007 hartree
  error for H2 + H4: 0.744642 hartree
  total FA energy of three H2: -0.658007 hartree
  v_FA at H2 midpoint, alone: -0.96955 hartree
  v_FA at H2 midpoint, distant partner: -0.48477 hartree
Self-consistent H2 + H2:
  H2 energy with Hartree factor 3/4: -0.815724 hartree
  limiting error Delta: 0.626128 hartree
  limiting error Delta: 17.038 eV
  lower bound: 0.593167 hartree
  upper bound: 0.658007 hartree
  cost of sharing 1.9 + 2.1 electrons: 0.03163 hartree
  R = 25 bohr: error 0.586081, Delta - 1/R 0.586128 hartree
  R = 50 bohr: error 0.606123, Delta - 1/R 0.606128 hartree
  R = 100 bohr: error 0.616128, Delta - 1/R 0.616128 hartree
  R = 200 bohr: error 0.621128, Delta - 1/R 0.621128 hartree
  Hartree-Fock error at R = 100 bohr: 1.2e-10 hartree (size)
```
